# Spin-orbit levels and the doublet g factor in a t2g shell

## The system

An ion with one d electron sits at the centre of a regular octahedron of ligands. The cubic field places the three $t_{2g}$ orbitals an energy $\Delta$ below the two $e_g$ orbitals. Up to a common radial function and a common normalization factor, the $t_{2g}$ orbitals are

$$X=yz,\qquad Y=zx,\qquad Z=xy .$$

The spin-orbit coupling is $H=\zeta\,\mathbf L\cdot\mathbf S$ with $\zeta>0$, where $\mathbf L$ and $\mathbf S$ are measured in units of $\hbar$. A magnetic field adds $\mu_B\mathbf B\cdot\mathbf m$ with $\mathbf m=\mathbf L+2\mathbf S$; the magnetic moment itself is $-\mu_B\mathbf m$. Covalency and coupling to vibrations are left out. Except in part (f) and in one remark in part (g), take $\Delta\gg\zeta$ and keep the $t_{2g}$ orbitals alone.

For numerical work use the round model values $\zeta=0.40$ eV and $B=1$ T. They describe no particular material.

## Part (a): the orbital angular momentum

*Find the action of $\mathbf L$ within the $t_{2g}$ orbitals, and compare it with the action of an $l=1$ angular momentum $\mathbf l$ on the functions $x,y,z$.*

**Answer.** Since $\mathbf L$ does not act on the radial function, $L_z=-i(x\partial_y-y\partial_x)$ can be applied to the polynomials:

$$L_zX=-ixz=-iY,\qquad L_zY=+iyz=+iX,\qquad L_zZ=-i(x^2-y^2).$$

The last function belongs to $e_g$, so within $t_{2g}$ we have $L_zZ=0$. The same operator acting on $x,y,z$ gives

$$l_zx=+iy,\qquad l_zy=-ix,\qquad l_zz=0 .$$

Match $X,Y,Z$ with $x,y,z$. The two actions then differ by a sign. The cyclic change $x\to y\to z\to x$ also carries $X\to Y\to Z\to X$, so the other components follow, and within $t_{2g}$

$$\mathbf L=-\mathbf l .$$

The minus sign cannot be removed by renaming. Because $[l_x,l_y]=il_z$, the projected components obey $[L_x,L_y]=-iL_z$. The full $\mathbf L$ obeys the usual rule; projection discards the intermediate $e_g$ states in the products.

## Part (b): the energy levels

*Find the spin-orbit energies and their degeneracies.*

**Answer.** Write $\mathbf s$ for the spin and define $\mathbf j=\mathbf l+\mathbf s$. This is a true angular momentum in the algebraic sense, but it is not the physical sum $\mathbf L+\mathbf S$. Squaring it gives $\mathbf j^2=\mathbf l^2+\mathbf s^2+2\,\mathbf l\cdot\mathbf s$, so

$$H=-\zeta\,\mathbf l\cdot\mathbf s=-\frac{\zeta}{2}\left[j(j+1)-2-\frac34\right].$$

The six states divide into $j=3/2$ (four states) and $j=1/2$ (two states):

$$E_{3/2}=-\frac{\zeta}{2}\left[\frac{15}{4}-\frac{11}{4}\right]=-\frac{\zeta}{2},\qquad
E_{1/2}=-\frac{\zeta}{2}\left[\frac34-\frac{11}{4}\right]=+\zeta .$$

The gap is $\zeta-(-\zeta/2)=3\zeta/2$. The weighted sum $4(-\zeta/2)+2\zeta=0$ agrees with the zero trace of $\mathbf l\cdot\mathbf s$.

For $\zeta=0.40$ eV the quartet lies at $-0.20$ eV, the doublet at $+0.40$ eV, and the gap is $0.60$ eV. With one electron the quartet is the ground level. A p electron with $+\zeta\,\mathbf l\cdot\mathbf s$ has the opposite order; the reversal comes from $\mathbf L=-\mathbf l$.

## Part (c): the Kramers pair

*Construct the two doublet states explicitly.*

**Answer.** Define $P=(X+iY)/\sqrt2$. From part (a), $l_z(X+iY)=iY+X$, so $P$ has $l_z=+1$, while $Z$ has $l_z=0$. The states with $j_z=+1/2$ are therefore $Z\uparrow$ and $P\downarrow$.

To couple them, use

$$\mathbf l\cdot\mathbf s=l_zs_z+\tfrac12(l_+s_-+l_-s_+).$$

The cyclic rules give $l_xX=0$, $l_xY=iZ$, $l_yX=-iZ$ and $l_yY=0$. Hence

$$l_-(X+iY)=(l_x-il_y)(X+iY)=i(iZ)-i(-iZ)=-2Z,$$

so $l_-P=-\sqrt2\,Z$ and, by taking the adjoint, the $P$ component of $l_+Z$ is $-\sqrt2\,P$. In the order $(Z\uparrow,P\downarrow)$,

$$H=\begin{pmatrix}0&\zeta/\sqrt2\\ \zeta/\sqrt2&\zeta/2\end{pmatrix}.$$

For the eigenvalue $\zeta$ and a state $aZ\uparrow+bP\downarrow$, the first row gives $b\zeta/\sqrt2=\zeta a$, so $b=\sqrt2\,a$. Normalization gives $a=1/\sqrt3$ and $b=\sqrt{2/3}$:

$$|+\rangle=\frac{1}{\sqrt3}\left(Z\uparrow+X\downarrow+iY\downarrow\right).$$

Time reversal conjugates the orbital coefficients and sends $\uparrow\to\downarrow$, $\downarrow\to-\uparrow$. It reverses both $\mathbf L$ and $\mathbf S$, so it leaves $H$ unchanged. The partner at the same energy is

$$|-\rangle=\frac{1}{\sqrt3}\left(Z\downarrow-X\uparrow+iY\uparrow\right).$$

The two are orthogonal, since their parts of equal spin contain different orbitals.

## Part (d): the Zeeman splitting

*Find the matrices of $\mathbf m$ in this pair. How does the splitting depend on the direction of the field? Evaluate it at 1 T.*

**Answer.** Keep $a$ and $b$ general for later use, with $\bar P=(X-iY)/\sqrt2$:

$$|+\rangle=aZ\uparrow+bP\downarrow,\qquad |-\rangle=aZ\downarrow-b\bar P\uparrow .$$

*The $z$ component.* In $Z\uparrow$, $m_z=0+1=1$. In $P\downarrow$, $L_z=-l_z=-1$ and $2S_z=-1$, so $m_z=-2$. Thus

$$\langle+|m_z|+\rangle=a^2-2b^2 .$$

Time reversal gives the opposite value in $|-\rangle$. The off-diagonal element vanishes because $m_z$ changes neither spin nor $l_z$.

*The $x$ component.* The spin part is

$$2S_x|-\rangle=aZ\uparrow-b\bar P\downarrow,\qquad \langle+|2S_x|-\rangle=a^2-b^2\langle P|\bar P\rangle=a^2,$$

because $\langle P|\bar P\rangle=\tfrac12[1+(-i)(-i)]=0$. For the orbital part, $L_xZ=iY$, $L_xY=-iZ$ and $L_xX=0$, so

$$L_x|-\rangle=iaY\downarrow+\frac{b}{\sqrt2}Z\uparrow .$$

Both terms overlap with $|+\rangle$. Since $\langle P|iY\rangle=(-i)(i)/\sqrt2=1/\sqrt2$, each contributes $ab/\sqrt2$, and

$$\langle+|m_x|-\rangle=a^2+\sqrt2\,ab .$$

*The $y$ component.* Here $2S_y|-\rangle=-iaZ\uparrow-ib\bar P\downarrow$, which gives $-ia^2$. With $L_yZ=-iX$, $L_yX=iZ$ and $L_yY=0$,

$$L_y|-\rangle=-iaX\downarrow-\frac{ib}{\sqrt2}Z\uparrow,$$

which gives $-i\sqrt2\,ab$. Hence $\langle+|m_y|-\rangle=-i(a^2+\sqrt2\,ab)$. The diagonal elements of $m_x$ and $m_y$ vanish, since both operators change $j_z$ by one unit.

For the cubic doublet $a^2=1/3$, $b^2=2/3$ and $\sqrt2\,ab=2/3$. Therefore

$$m_x=\sigma_x,\qquad m_y=\sigma_y,\qquad m_z=-\sigma_z .$$

For a field $\mathbf B=B\mathbf n$ with unit vector $\mathbf n$, the Pauli matrices anticommute and

$$(n_x\sigma_x+n_y\sigma_y-n_z\sigma_z)^2=n_x^2+n_y^2+n_z^2=1 .$$

The Zeeman energies are $\pm\mu_BB$ for every direction. Setting the splitting equal to $|g|\mu_BB$ gives an isotropic

$$|g|=2 .$$

At 1 T the splitting is $2\mu_BB=0.1158$ meV; division by Planck's constant gives a resonance frequency of $27.99$ GHz. This splitting is about $2\times10^{-4}$ of the $0.60$ eV gap, so mixing with the quartet by the field is weak.

## Part (e): is this a free spin?

*The magnitude of $g$ equals that of a free spin. Find a property, independent of the choice of Kramers basis, that distinguishes the two, and state its physical effect.*

**Answer.** Define a $g$ matrix by $m_i=\sum_jg_{ij}\sigma_j/2$. Part (d) gives $g=\mathrm{diag}(2,2,-2)$. A unitary change of basis in the doublet turns the three Pauli matrices into one another by a proper rotation $R$, so $g$ becomes $gR$. Individual signs can change. For example, replacing $|-\rangle$ by $-|-\rangle$ reverses $\sigma_x$ and $\sigma_y$ and gives $g=-2$ times the unit matrix. Two quantities are unchanged, because $RR^T=1$ and $\det R=1$:

$$gg^T=4\times\text{unit matrix},\qquad \det g=-8 .$$

A free spin has $\mathbf m=\boldsymbol\sigma$ and $\det g=+8$. No choice of basis connects the two.

The difference appears in the commutators. A free spin has $[m_z,m_x]=2im_y$; the doublet has $[m_z,m_x]=-2im_y$. For a field along $z$, $i\hbar\,dm_x/dt=\mu_BB[m_x,m_z]$, so

$$\frac{dm_x}{dt}=\mp\frac{2\mu_BB}{\hbar}m_y ,$$

with the upper sign for the free spin and the lower for the doublet. The moments precess at the same rate in opposite senses. The splitting alone does not show this sign.

The double group records a second, separate difference. Rotate by $90^\circ$ about $z$ with $\exp[-i\pi(L_z+S_z)/2]$. The orbital $Z$ changes sign and $\uparrow$ gains $e^{-i\pi/4}$. The state $P\downarrow$ has $L_z+S_z=-3/2$ and gains $e^{3i\pi/4}=-e^{-i\pi/4}$, the same factor. The partner gains the complex conjugate, so the trace is

$$-2\cos(\pi/4)=-\sqrt2 .$$

For a free spin it is $+\sqrt2$. The doublet is of type $\Gamma_7$, and the free spin is of type $\Gamma_6$. This label does not fix the sign of $\det g$: in part (i) the doublet is still built from $Z\uparrow$ and $P\downarrow$, so the trace stays $-\sqrt2$ while $\det g$ changes sign.

## Part (f): finite cubic splitting

*Restore the $e_g$ orbitals with $\Delta=3.0$ eV. Which of the results above change?*

**Answer.** First collect the $e_g$ part of $\mathbf L\cdot\mathbf S|+\rangle$. Part (a) and cyclic permutation give the discarded functions:

$$L_xX=-i(y^2-z^2),\qquad L_yY=-i(z^2-x^2),\qquad L_zZ=-i(x^2-y^2).$$

The spin factors follow from $S_z\uparrow=\tfrac12\uparrow$, $S_x\downarrow=\tfrac12\uparrow$ and $S_y\downarrow=-\tfrac i2\uparrow$. The coefficient $i$ of $Y\downarrow$ turns the last into $+\tfrac12$. The $e_g$ part is

$$-\frac{i}{2\sqrt3}\left[(x^2-y^2)+(y^2-z^2)+(z^2-x^2)\right]\uparrow=0 .$$

Time reversal gives the same result for $|-\rangle$. Within this d-shell model the doublet therefore stays at $\zeta$ for any $\Delta$. Its states, and hence its matrices of $\mathbf m$, are also unchanged.

The quartet does mix. Take its member $P\uparrow$ and the normalized partner $w=(2z^2-x^2-y^2)/(2\sqrt3)$. Using $S_x\uparrow=\tfrac12\downarrow$ and $S_y\uparrow=\tfrac i2\downarrow$, the $e_g$ part of $\mathbf L\cdot\mathbf S\,P\uparrow$ is

$$-\frac{i}{2\sqrt2}\left[(y^2-z^2)-(z^2-x^2)\right]\downarrow=\frac{i}{2\sqrt2}(2z^2-x^2-y^2)\downarrow=i\sqrt{\frac32}\,w\downarrow .$$

Conversely, $L_xw=-i\sqrt3X$, $L_yw=i\sqrt3Y$ and $L_zw=0$ give $\mathbf L\cdot\mathbf S\,w\downarrow=-i\sqrt{3/2}\,P\uparrow$. The problem closes on two states, with diagonal energies $-\zeta/2$ and $\Delta$ and coupling of magnitude $\sqrt{3/2}\,\zeta$. Cubic symmetry gives the other quartet members the same energy. The lower root is

$$E_-=\frac12\left[\Delta-\frac\zeta2-\sqrt{\left(\Delta+\frac\zeta2\right)^2+6\zeta^2}\right].$$

With the numbers inserted,

$$E_-=\tfrac12\left[2.80-\sqrt{3.20^2+0.96}\right]=-0.273\ \text{eV}.$$

The gap becomes $0.673$ eV, which is 12% above the $t_{2g}$ value. For large $\Delta$ the level shift is the squared coupling divided by $\Delta$, so

$$\text{gap}\simeq\frac{3\zeta}{2}+\frac{3\zeta^2}{2\Delta}=0.60+0.08=0.68\ \text{eV}.$$

The result $3\zeta/2$ is thus the large-$\Delta$ limit, while $|g|=2$ for the doublet does not need that limit in this model.

## Part (g): the moment of the quartet

*Find $\mathbf m$ in the quartet for $\Delta\gg\zeta$, and use the same method to find the doublet $g$ for a spin factor $g_s=2.002319$.*

**Answer.** Within a level of fixed $j$, the vector operators $\mathbf l$ and $\mathbf s$ are proportional to $\mathbf j$. Taking the scalar product with $\mathbf j$ fixes the factors:

$$\mathbf l\to\frac{j(j+1)+2-\frac34}{2j(j+1)}\,\mathbf j,\qquad
\mathbf s\to\frac{j(j+1)+\frac34-2}{2j(j+1)}\,\mathbf j .$$

For $j=3/2$ the factors are $2/3$ and $1/3$. Then $\mathbf m=-\mathbf l+2\mathbf s\to(-2/3+2/3)\mathbf j=0$: orbital and spin moments cancel, and the quartet has no linear Zeeman splitting in this limit.

This cancellation is sensitive to $e_g$ mixing. Diagonalizing the ten-state d-shell matrix at $\Delta=3.0$ eV gives $0.46$ for the largest eigenvalue of $m_z$ in the lower quartet.

For $j=1/2$ the factors are $4/3$ and $-1/3$. With $\mathbf m=-\mathbf l+g_s\mathbf s$,

$$g=-\frac{4+g_s}{3}=-\frac{6.002319}{3}=-2.000773 .$$

The last digits show only the effect of $g_s$ within the model; they are not a prediction for a real ion, because covalency and vibrations are left out. Setting $g_s=2$ recovers $-2$. In the doublet the spin is antiparallel to $\mathbf j$, so its contribution adds to that of $-\mathbf l$. The orbital part supplies two thirds of the moment.

## Part (h): five electrons

*The shell now holds five electrons. Find the levels and the ground-state $g$, taking $\zeta$ unchanged and $\Delta$ large compared with both $\zeta$ and the extra repulsion energy of pairing electrons in the same orbitals, so that all five electrons stay in the $t_{2g}$ orbitals (the strong-field limit of the low-spin case).*

**Answer.** Five electrons leave one vacancy among six spin-orbitals. The six possible states form a single spin-doublet, orbital-triplet term, so a cubic, spin-independent electron repulsion shifts them together. The spin-orbit energies of the full shell sum to zero; removing an electron of energy $\varepsilon$ leaves $-\varepsilon$.

A vacancy in the upper doublet gives a total of $-\zeta=-0.40$ eV, with two states. A vacancy in the quartet gives $+\zeta/2=+0.20$ eV, with four states. The Kramers doublet is now the ground level, with the same $0.60$ eV gap.

In that ground level the quartet is full. Its total $\mathbf m$ is the trace of $\mathbf m$ over the quartet, which is zero. The remaining electron occupies the doublet of part (c), so again $|g|=2$ and $\det g=-8$.

These results hold in the limit of large $\Delta$; a low-spin ground state alone does not guarantee them. At finite $\Delta$ the electron repulsion mixes in configurations with one electron in $e_g$, and both $|g|$ and the gap shift by terms that fall off only as $1/\Delta$. The independence of $\Delta$ found in part (f) for the one-electron doublet does not carry over to five interacting electrons.

## Part (i): a tetragonal distortion

*A distortion raises $xy$ by $\delta=0.10$ eV. Find $g$ along and across the $z$ axis for the highest one-electron doublet.*

**Answer.** The distortion preserves $j_z$, so it only adds $\delta$ to the first diagonal element in part (c):

$$H=\begin{pmatrix}\delta&\zeta/\sqrt2\\ \zeta/\sqrt2&\zeta/2\end{pmatrix}.$$

For the upper eigenvector, the standard two-state formula gives

$$a^2=\frac12\left[1+\frac{\delta-\zeta/2}{\sqrt{(\delta-\zeta/2)^2+2\zeta^2}}\right]
=\frac12\left[1-\frac{0.10}{\sqrt{0.33}}\right]=0.413,$$

and $b^2=0.587$, with $a$ and $b$ both positive. The matrix elements of part (d) now give

$$g_\parallel=2(a^2-2b^2)=-1.52,\qquad g_\perp=2(a^2+\sqrt2\,ab)=2.22 .$$

A distortion energy of one quarter of $\zeta$ already makes the two magnitudes clearly different. The isotropic doublet of part (d), with $\det g=-8$, therefore requires $|\delta|\ll\zeta$. These values also need $\Delta\gg\zeta$: the $e_g$ part of $\mathbf L\cdot\mathbf S|+\rangle$ is proportional to $(a-b/\sqrt2)(x^2-y^2)\uparrow$, which vanishes only in the cubic case, so for $\delta\neq0$ a finite $\Delta$ shifts $g_\parallel$ and $g_\perp$. The values $\zeta=0.40$ eV and $\Delta=3.0$ eV of part (f) leave no room for the limit considered next.

As $\delta\to+\infty$ within the $t_{2g}$ model (that is, $\zeta\ll\delta\ll\Delta$), $a\to1$ and both values approach $+2$: the electron is then in $xy$, with its orbital moment quenched. On the way $g_\parallel$ passes through zero when $a^2=2/3$. The formula for $a^2$ then requires $3(\delta-\zeta/2)=\sqrt{(\delta-\zeta/2)^2+2\zeta^2}$, whose solution is $\delta=\zeta$. At that point $\det g=g_\parallel g_\perp^2$ changes sign. The cubic doublet and the free spin have equal $|g|$, but the path between them passes through a strongly anisotropic doublet.

All numerical values are calculated from the stated model.
